# Where a One-Mode Polar Crystal Stops Reflecting

## Problem

First-principles calculations describe the infrared response of an insulating oxide by an electronic permittivity and a set of polar lattice modes. Take the simplest case: an isotropic, non-magnetic crystal with electronic permittivity $\varepsilon_\infty=4$ and one undamped mode, whose transverse and longitudinal wavenumbers are $T=400\ \mathrm{cm^{-1}}$ and $L=700\ \mathrm{cm^{-1}}$. The crystal fills a half-space, and light arrives from vacuum at normal incidence.

(a) At which wavenumber does the reflectivity vanish?

(b) How much is reflected if that answer is rounded to a whole wavenumber, and over what range is less than 1% reflected?

(c) Would a 5 nm film of this material on a substrate of permittivity 12 show the same zero?

## A tempting wrong solution

The permittivity of a one-mode crystal is

$$\varepsilon(w)=\varepsilon_\infty\,\frac{L^2-w^2}{T^2-w^2},$$

where $w$ is the wavenumber, that is, the frequency divided by the speed of light. Reflection is caused by the response of the crystal. The response disappears where $\varepsilon=0$, which happens at $w=L$. The reflectivity therefore vanishes at $700\ \mathrm{cm^{-1}}$.

## Where the fault lies

The formula is right, and so is its zero. The error is the sentence that equates $\varepsilon=0$ with no response. The displacement field is $D=\varepsilon_0E+P=\varepsilon_0\varepsilon E$, so the polarization is

$$P=\varepsilon_0(\varepsilon-1)E .$$

At $\varepsilon=0$ this gives $P=-\varepsilon_0E$, which is not zero. The net polarization vanishes where $\varepsilon=1$, the value for vacuum. The reflection coefficient derived below makes the contrast sharp: at $\varepsilon=0$ the reflectivity is 1, the largest value possible for this crystal.

## Right solution

### The permittivity from the lattice motion

Let $u$ be the relative displacement of the ions in the mode, $\mu$ its reduced mass, $V$ the cell volume and $Ze$ the effective charge. This charge is defined by the polarization that a displacement produces at zero macroscopic field; the same charge gives the force exerted by a macroscopic field $E$. For fields varying as $e^{-i\omega t}$,

$$\mu(\omega_T^2-\omega^2)u=ZeE,\qquad P=\varepsilon_0(\varepsilon_\infty-1)E+\frac{Ze\,u}{V}.$$

The first term of $P$ is the response of the electrons with the ions held still. It is taken as constant in the infrared. Solving the first equation for $u$ and inserting it in the second gives

$$\frac{P}{\varepsilon_0E}=\varepsilon_\infty-1+\frac{Z^2e^2/(\varepsilon_0V\mu)}{\omega_T^2-\omega^2}.$$

Numerator and denominator of the last term are both squared angular frequencies. Dividing both by $(2\pi c)^2$ turns them into squared wavenumbers. With $W^2$ for the converted numerator, and $\varepsilon=1+P/(\varepsilon_0E)$,

$$\varepsilon(w)=\varepsilon_\infty+\frac{W^2}{T^2-w^2}.$$

A longitudinal vibration has a field along its direction of propagation. With no free charge, its displacement field must vanish, although $E$ does not. Hence $\varepsilon(L)=0$, or

$$\varepsilon_\infty=\frac{W^2}{L^2-T^2},\qquad W^2=\varepsilon_\infty(L^2-T^2).$$

Putting this $W^2$ back over a common denominator recovers the formula used above:

$$\varepsilon=\varepsilon_\infty\,\frac{(T^2-w^2)+(L^2-T^2)}{T^2-w^2}=\varepsilon_\infty\,\frac{L^2-w^2}{T^2-w^2}.$$

For the given numbers, $W^2=4(490000-160000)=1320000\ \mathrm{cm^{-2}}$. The static permittivity is $\varepsilon(0)=4\times490000/160000=12.25$.

### The reflection coefficient

In the crystal a plane wave has refractive index $n=\sqrt{\varepsilon}$, and its magnetic field, in units where the vacuum ratio $H/E$ is 1, is $H=nE$. The root is chosen so that the wave travels or decays into the crystal. A wave travelling backwards in vacuum has $H=-E$. Let the incident, reflected and transmitted electric amplitudes be $1$, $r$ and $t$. Continuity of the tangential fields requires

$$1+r=t,\qquad 1-r=nt.$$

Substituting the first equation into the second gives $1-r=n+nr$, so

$$r=\frac{1-n}{1+n},\qquad R=|r|^2 .$$

At $w=L$ we have $n=0$ and $R=1$, which rules out the tempting answer. The reflectivity vanishes when $n=1$, and thus when $\varepsilon=1$.

### Part (a)

Set the permittivity equal to 1 and multiply by $T^2-w^2$, which is allowed because $w=T$ is a pole and not a solution:

$$\varepsilon_\infty(L^2-w^2)=T^2-w^2 .$$

Collecting the terms in $w^2$ gives $(\varepsilon_\infty-1)w^2=\varepsilon_\infty L^2-T^2$. The solution, called $w_0$, satisfies

$$w_0^2=\frac{\varepsilon_\infty L^2-T^2}{\varepsilon_\infty-1}=L^2+\frac{L^2-T^2}{\varepsilon_\infty-1}.$$

The second form follows on writing $\varepsilon_\infty L^2=(\varepsilon_\infty-1)L^2+L^2$. It shows that the zero lies above $L$ when $\varepsilon_\infty>1$. Numerically,

$$w_0^2=\frac{1960000-160000}{3}=600000\ \mathrm{cm^{-2}},\qquad w_0=774.6\ \mathrm{cm^{-1}}.$$

This corresponds to a photon energy of 96.04 meV and a vacuum wavelength of 12.91 µm.

The equation is linear in $w^2$, so there is one positive root. The shape of the spectrum agrees. From

$$\frac{d\varepsilon}{dw}=\frac{2wW^2}{(T^2-w^2)^2}>0,$$

the permittivity rises with $w$ on each side of the pole, which gives three ranges.

- Below $T$, it rises from 12.25 without limit. The reflectivity is never below its static value, $[(3.5-1)/(3.5+1)]^2=0.3086$.
- Between $T$ and $L$, it is negative. Then $n=i\kappa$ with real $\kappa$, and $|1-i\kappa|=|1+i\kappa|$ gives $R=1$.
- Above $L$, it rises from 0 towards 4 and passes 1 once. The reflectivity falls from 1 to 0 at $w_0$, then climbs towards $[(2-1)/(2+1)]^2=0.1111$.

### What happens at the zero

The ions still move at $w_0$. Their share of the polarization, divided by $\varepsilon_0E$, is

$$\frac{W^2}{T^2-w_0^2}=\frac{1320000}{160000-600000}=-3 ,$$

while the electrons contribute $\varepsilon_\infty-1=+3$. Above $T$ the ions move in antiphase to the force, and at $w_0$ their polarization cancels that of the electrons. At $L$ the ionic share is $-\varepsilon_\infty=-4$. It exceeds the electronic share by one unit, and this leaves the polarization $P=-\varepsilon_0E$ that the wrong solution overlooked.

The cancellation also gives the position of the zero in terms of the mode coupling:

$$w_0^2=T^2+\frac{W^2}{\varepsilon_\infty-1},\qquad\text{whereas}\qquad L^2=T^2+\frac{W^2}{\varepsilon_\infty}.$$

If $\varepsilon_\infty$ approaches 1 at fixed $W$ and $T$, the zero moves to infinite wavenumber: there is no electronic polarization left to cancel. If $\varepsilon_\infty$ is made very large at fixed $T$ and $L$, the zero approaches $L$ from above.

The position can be checked without the function $\varepsilon(w)$. Let $q$ be the wavenumber of a wave inside the crystal, in the same units as $w$ (the inverse wavelength). The lattice and wave equations are

$$T^2Q-WE=w^2Q,\qquad q^2E=w^2(\varepsilon_\infty E+WQ),$$

with $Q$ the displacement scaled so that the ionic polarization is $\varepsilon_0WQ$. For each $q$ this is an eigenvalue problem for $w^2$. An index of 1 means $w=q$, as for light in vacuum. Numerical diagonalization with the given parameters puts this crossing on the upper branch at $774.597\ \mathrm{cm^{-1}}$, in agreement with the formula.

### Part (b)

Near the zero, the slope of the permittivity follows from the derivative above with $w_0^2-T^2=W^2/(\varepsilon_\infty-1)$:

$$\left.\frac{d\varepsilon}{dw}\right|_{w_0}=\frac{2w_0(\varepsilon_\infty-1)^2}{W^2}=\frac{2\times774.6\times9}{1320000}=0.01056\ \text{per}\ \mathrm{cm^{-1}}.$$

The rounded answer, $775\ \mathrm{cm^{-1}}$, lies $0.403\ \mathrm{cm^{-1}}$ above $w_0$, so $\varepsilon-1=0.00426$. For a small difference $\varepsilon-1$, the index is $n\approx1+(\varepsilon-1)/2$ and $1+n\approx2$. To leading order,

$$r\approx-\frac{\varepsilon-1}{4},\qquad R\approx\left(\frac{0.00426}{4}\right)^2=1.13\times10^{-6}.$$

The reflectivity at 775 is therefore about one part in a million, though not zero.

For the 1% range, set $r=\pm0.1$. Solving the reflection formula for the index gives $n=(1-r)/(1+r)$, so the limits are $n=0.9/1.1$ and $n=1.1/0.9$. Their squares are $\varepsilon=0.669$ and $\varepsilon=1.494$. Inverting $\varepsilon(w)$ gives

$$w^2=T^2+\frac{W^2}{\varepsilon_\infty-\varepsilon},$$

and hence the range from 745.9 to $828.7\ \mathrm{cm^{-1}}$. The zero is a point in a broad trough, which is steeper on the side facing $L$.

### Part (c)

The film does not show the zero. At $w_0$ its permittivity is 1, so the fields inside it obey the vacuum equations. The film acts as an added layer of vacuum: it changes the phase of the reflected wave but not its strength. What remains is the reflectance of the bare substrate,

$$R=\left(\frac{\sqrt{12}-1}{\sqrt{12}+1}\right)^2=0.3047 .$$

The argument does not involve the thickness. Propagating the fields through films of 5 nm and 5000 nm gives 0.3047 in both cases.

A 5 nm film also lacks the strong reflection over most of the range between $T$ and $L$; the exception is an interval about $1\ \mathrm{cm^{-1}}$ wide next to $T$, where the undamped $|\varepsilon|$ grows without limit. The interval with $R>0.5$ widens with thickness, to about $10\ \mathrm{cm^{-1}}$ at 50 nm and about $100\ \mathrm{cm^{-1}}$ at 500 nm. With a damping of $10\ \mathrm{cm^{-1}}$, introduced below, a free-standing 5 nm film reflects at most 3% even near $T$. Consider a free-standing film of thickness $d$, and let $k_0=2\pi w$. Maxwell's equations in the film are $E'=ik_0H$ and $H'=ik_0\varepsilon E$, the prime denoting the derivative along the propagation direction. Behind the film there is only an outgoing wave, with $E=H=1$ at the back face. To first order in $k_0d$, the fields at the front are

$$E=1-ik_0d,\qquad H=1-ik_0d\,\varepsilon .$$

In front of the film $E\propto1+r$ and $H\propto1-r$, so

$$r=\frac{E-H}{E+H}\approx\frac{ik_0d(\varepsilon-1)}{2}.$$

This holds while $k_0d$ and $k_0d|\varepsilon|$ are both small, which excludes the immediate neighbourhood of $T$. At $600\ \mathrm{cm^{-1}}$ the permittivity is $4\times130000/(-200000)=-2.6$. With $d=5$ nm, $k_0d=0.001885$, and $R=1.15\times10^{-5}$. The half-space reflects everything at this wavenumber.

## When the zero is lost or moved

**Damping.** With a damping wavenumber $g$, the denominator becomes $T^2-w^2-igw$. The permittivity is then complex and cannot equal 1, so a minimum replaces the zero. For weak damping, neglecting $g^2w_0^2$ beside $(w_0^2-T^2)^2$ and taking $\mathrm{Im}\,\varepsilon$ small compared with 1,

$$\mathrm{Im}\,\varepsilon\approx\frac{W^2gw_0}{(w_0^2-T^2)^2},\qquad R_{\min}\approx\left(\frac{\mathrm{Im}\,\varepsilon}{4}\right)^2 .$$

For $g=10\ \mathrm{cm^{-1}}$ these give 0.0528 and $1.74\times10^{-4}$. Direct minimization gives the same depth, at $774.8\ \mathrm{cm^{-1}}$. For $g=50\ \mathrm{cm^{-1}}$ the minimum is $4.0\times10^{-3}$ at $779.0\ \mathrm{cm^{-1}}$, and the estimate is about 9% too high. These depths assume one constant damping, applied far from $T$, which a real crystal need not have. If the factored form is given separate dampings, $T^2-w^2-ig_Tw$ and $L^2-w^2-ig_Lw$, then $g_T=10$ and $g_L=20\ \mathrm{cm^{-1}}$ raise the minimum to $9.3\times10^{-4}$ and shorten the absorption length at $w_0$ to 16.7 µm.

Near $w_0$, where the undamped crystal is transparent, damping also decides when a crystal counts as a half-space. For $g=10\ \mathrm{cm^{-1}}$, the intensity at $w_0$ falls by a factor $e$ over 38.9 µm. Because the minimum is so low, even a weak return from the back face disturbs it. On a substrate of permittivity 12, the return has amplitude about $0.552\,e^{-d/\ell}$, with $\ell$ this length, against $\sqrt{1.74\times10^{-4}}=0.0132$ from the front face. If the two add coherently, the crystal must be about eight times thicker than $\ell$ for the reflectance at $w_0$ to stay within 3% of the half-space value whatever the phase. If they add in intensity, about five and a half times suffices.

**Errors in the computed inputs.** Suppose a calculation gives the correct $T$ and $W$ but an electronic permittivity 5% too high, 4.20 instead of 4. Then $w_0^2=160000+1320000/3.20$, and the zero moves down by $18.0\ \mathrm{cm^{-1}}$. The longitudinal wavenumber falls as well, to $688.7\ \mathrm{cm^{-1}}$, a smaller shift because $W^2$ is divided by $\varepsilon_\infty$ there and not by $\varepsilon_\infty-1$.

**Other departures from the model.** The parameters describe no particular compound. Part (c) showed what happens when the half-space is replaced by a film on a substrate: the reflectance at $w_0$ is 0.3047 instead of zero. Other departures can be sized with round illustrative inputs, changing one thing at a time:

- A second mode at $550\ \mathrm{cm^{-1}}$ that adds only 0.1 to the static permittivity changes $\varepsilon(w_0)$ by $0.1\times302500/(302500-600000)=-0.102$. Dividing by the slope predicts a shift of about $+9.6\ \mathrm{cm^{-1}}$; solving the two-mode equation gives $+9.4$. The extra mode, if undamped, also creates a second zero near $546\ \mathrm{cm^{-1}}$, inside the range where the one-mode crystal reflects everything.
- In an anisotropic crystal, a second polarization with $L=720\ \mathrm{cm^{-1}}$ and the same $T$ and $\varepsilon_\infty$ has its zero at $798.7\ \mathrm{cm^{-1}}$. It reflects 0.56% at the first polarization's zero.
- If heating lowers both $T$ and $L$ by 1% at fixed $\varepsilon_\infty$, then $w_0$ also falls by 1%, or $7.7\ \mathrm{cm^{-1}}$.
- Replacing the constant electronic response by a single resonance at 6 eV, with the same static value, moves the zero by only $-0.07\ \mathrm{cm^{-1}}$.

For these inputs, the constant electronic permittivity is the mildest of the approximations. A zero quoted to a tenth of a wavenumber is a property of the model; a real crystal has a minimum in its place, and predicting its position that closely would require $\varepsilon_\infty$, $T$ and $W$ to about 0.03%, 0.05% and 0.02% respectively, and all the other polar modes, the damping and the temperature to be known accurately as well.

## Table of computed values

```
electronic permittivity: 4.0
transverse wavenumber: 400 cm^-1
longitudinal wavenumber: 700 cm^-1
coupling squared W^2: 1320000 cm^-2
coupling W: 1148.9 cm^-1
static permittivity: 12.25
zero squared w0^2: 600000 cm^-2
zero from formula: 774.597 cm^-1
zero from light-line crossing: 774.597 cm^-1
zero as photon energy: 96.04 meV
zero as vacuum wavelength: 12.910 um
ionic polarization / (eps0 E) at zero: -3.0000
slope of permittivity at zero: 0.01056 per cm^-1
permittivity at 775 cm^-1: 1.00426
reflectivity at 775 cm^-1: 1.13e-06
reflectivity at longitudinal wavenumber: 1.0000
reflectivity at zero wavenumber: 0.3086
reflectivity far above the mode: 0.1111
R below 1%: from 745.9 to 828.7 cm^-1
Im permittivity at w0, damping 10 cm^-1 (estimate): 0.0528
minimum R estimate, damping 10 cm^-1: 1.74e-04
damping 10 cm^-1: minimum R 1.74e-04 at 774.78 cm^-1
damping 50 cm^-1: minimum R 4.00e-03 at 778.96 cm^-1
absorption length at w0, damping 10 cm^-1: 38.9 um
substrate permittivity: 12.0
bare substrate reflectance: 0.3047
film 5 nm on substrate, R at w0: 0.3047
film 5000 nm on substrate, R at w0: 0.3047
free film 5 nm, R at 600 cm^-1: 1.15e-05
second mode: 550 cm^-1, static strength 0.1
shift of zero by second mode: +9.42 cm^-1
other axis, longitudinal wavenumber: 720 cm^-1
other axis, zero: 798.67 cm^-1
other axis, reflectivity at w0: 0.0056
shift by 1% softening of both wavenumbers: -7.75 cm^-1
electronic permittivity raised by 5%: 4.20
longitudinal wavenumber then, same charge: 688.68 cm^-1
shift of zero by that 5%: -17.96 cm^-1
electronic resonance energy: 6.0 eV
shift by electronic dispersion: -0.073 cm^-1
```
